# Phosphorus site blocking in silicon growth from silane: temperature and supply: test program

```python
"""
Result under test: site blocking by phosphorus in silicon growth from silane.
Free-site fraction t solves eta*t^2 + (1+kappa)*t = 1; growth r = a*t^2.
  a, b : silane and phosphine reaction rates on an empty surface (1/s)
  h    : loss rate of adsorbed H atoms (1/s)
  d    : P2 desorption events per site at unit P coverage (1/s)
  eta = 4a/h, kappa = sqrt(b/(2d)); H = eta*t^2, P = kappa*t (coverages)
  R = growth with phosphine / growth without phosphine
Suppression strengthens on cooling exactly if E_P > f*(E_H - E_S).
The formulas are compared with integrated rate equations, polynomial roots,
finite differences and a stochastic simulation of single surface events.
"""
import random
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

KB = const.k / const.e                       # eV/K
LAYER_NM = const.physical_constants["lattice parameter of silicon"][0] / 4 * 1e9
SILANE_FLUX, SILANE_STICK, E_S = 1000.0, 0.1, 0.2
PHOSPHINE_STICK = 0.5
PREFACTOR, E_H, E_P_STRONG, E_P_WEAK = 1e15, 2.5, 3.0, 1.8
BURIAL = 1e-3                                # buried P per Si atom at P = 1
T_REF = 900.0
E_H_EFF = E_H - E_S
# weakly bound dopant: same desorption rate as the strong one at T_REF
PREF_WEAK = PREFACTOR * np.exp((E_P_WEAK - E_P_STRONG) / (KB * T_REF))


def rates(T, flux=1.0, weak=False):
    a = SILANE_FLUX * SILANE_STICK * np.exp(-E_S / (KB * T))
    b = PHOSPHINE_STICK * flux
    h = PREFACTOR * np.exp(-E_H / (KB * T))
    if weak:
        d = PREF_WEAK * np.exp(-E_P_WEAK / (KB * T))
    else:
        d = PREFACTOR * np.exp(-E_P_STRONG / (KB * T))
    return a, b, h, d


def integrate(T, flux=1.0, weak=False, extra=0, block=1, times=None):
    """Integrate from a clean surface; extra=1 adds phosphine H and burial."""
    a, b, h, d = rates(T, flux, weak)

    def rhs(_, y):
        hyd, pho = y
        free = 1 - hyd - block * pho
        silane, phosphine = a * free**2, b * free**2
        return [4 * silane + 3 * extra * phosphine - h * hyd,
                phosphine - 2 * d * pho**2 - extra * BURIAL * silane * pho]

    sol = solve_ivp(rhs, (0, 1e6), [0.0, 0.0], method="LSODA",
                    rtol=1e-10, atol=1e-13, t_eval=times)
    assert sol.success
    hyd, pho = sol.y[:, -1]
    free = 1 - hyd - block * pho
    return free, hyd, pho, a * free**2, sol


def formula(T, flux=1.0, weak=False):
    a, b, h, d = rates(T, flux, weak)
    eta, kappa = 4 * a / h, np.sqrt(b / (2 * d))
    free = 2 / ((1 + kappa) + np.sqrt((1 + kappa)**2 + 4 * eta))
    return free, eta * free**2, kappa * free, a * free**2, eta, kappa


def ratio_by_roots(T, flux=1.0, weak=False):
    """Suppression ratio R from numerical roots of the site balance."""
    a, b, h, d = rates(T, flux, weak)
    roots = [max(np.roots([4 * a / h, 1 + k, -1]).real)
             for k in (np.sqrt(b / (2 * d)), 0.0)]
    return (roots[0] / roots[1])**2


def threshold(T, flux=1.0, weak=False):
    x = formula(T, 0.0)[1]
    q = formula(T, flux, weak)[0] / formula(T, 0.0)[0]
    return 1 - (1 - x) * (1 - x * q) / ((1 + x) * (1 + x * q))


print(f"Silane flux {SILANE_FLUX:.0f} ML/s, sticking prefactor {SILANE_STICK}")
print(f"Phosphine reference flux 1 ML/s, sticking {PHOSPHINE_STICK}")
print(f"E_S {E_S}, E_H {E_H}, E_P {E_P_STRONG}, E_H-E_S {E_H_EFF:.1f} eV")
print(f"Desorption prefactors {PREFACTOR:.0e} 1/s, burial {BURIAL}")
print(f"Thickness of one Si(100) layer {LAYER_NM:.4f} nm")
a, b, h, d = rates(T_REF)
print(f"900 K: a {a:.3f}, b {b:.3f}, h {h:.3f}, d {d:.5f} 1/s")
print(f"900 K: eta {formula(T_REF)[4]:.3f}, kappa {formula(T_REF)[5]:.3f}")

# closed form against time integration, and size of the neglected terms
worst = 0.0
print("Phosphine 1 ML/s: T(K), t, H, P, r0(ML/s), r(ML/s), R")
for T in (800.0, 850.0, 900.0, 950.0, 1000.0, 1100.0):
    num, ana = integrate(T), formula(T)
    assert np.allclose(num[:4], ana[:4], rtol=1e-5, atol=1e-9)
    clean = integrate(T, 0.0)
    assert abs(clean[3] / formula(T, 0.0)[3] - 1) < 1e-5
    assert num[3] < clean[3]
    worst = max(worst, abs(integrate(T, extra=1)[3] / num[3] - 1))
    print(f"  {T:.0f} {num[0]:.4f} {num[1]:.4f} {num[2]:.4f} "
          f"{clean[3]:.4f} {num[3]:.5f} {num[3] / clean[3]:.4f}")

print("900 K supply series: flux(ML/s), kappa, P, R, order in phosphine")
r_clean = integrate(T_REF, 0.0)[3]
for flux in (0.01, 0.1, 1.0, 10.0):
    num, ana = integrate(T_REF, flux), formula(T_REF, flux)
    up, down = (integrate(T_REF, flux * s)[3] for s in (1.01, 1 / 1.01))
    order = np.log(up / down) / (2 * np.log(1.01))
    assert abs(order + ana[2] / (1 + ana[1])) < 1e-4
    worst = max(worst, abs(integrate(T_REF, flux, extra=1)[3] / num[3] - 1))
    print(f"  {flux:g} {ana[5]:.3f} {num[2]:.4f} "
          f"{num[3] / r_clean:.4f} {order:.3f}")
assert worst < 0.05      # neglected terms must stay small corrections
print(f"Largest growth-rate error of minimal model {100 * worst:.2f} %")

# limits of weak and strong supply, of little hydrogen and of saturation
t0 = formula(T_REF, 0.0)[0]
kap = formula(T_REF, 1e-8)[5]
loss = 1 - ratio_by_roots(T_REF, 1e-8)
assert abs(loss / (2 * kap * t0 / (2 - t0)) - 1) < 2e-3
r_strong = ratio_by_roots(T_REF, 1e6) * r_clean
assert abs(r_strong / (2 * a * d / (1e6 * b)) - 1) < 2e-3
hot = formula(2000.0, 1e4)
assert abs(ratio_by_roots(2000.0, 1e4) * (1 + hot[5])**2 - 1) < 2e-3
for weak in (False, True):
    cold = formula(600.0, 1.0, weak)
    z = cold[5] / np.sqrt(cold[4])
    limit = ((np.sqrt(z * z + 4) - z) / 2)**2
    assert abs(ratio_by_roots(600.0, 1.0, weak) / limit - 1) < 2e-3

# phosphine flux that halves the growth rate
for T in (800.0, 900.0, 1000.0):
    k_half = (1 / formula(T, 0.0)[0] + 1) / np.sqrt(2) - 1
    j_half = 2 * rates(T)[3] * k_half**2 / PHOSPHINE_STICK
    found = np.exp(brentq(lambda u: ratio_by_roots(T, np.exp(u)) - 0.5,
                          -25, 15))
    assert abs(found / j_half - 1) < 1e-5
    print(f"Half suppression at {T:.0f} K: kappa {k_half:.3f}, "
          f"flux {found:.3e} ML/s")

# algebraic identities behind the temperature criterion
x, q = sp.symbols("x q", positive=True)
P_sym = 1 - (1 - x) * q - x * q**2
f_sym = 1 - (1 - x) * (1 - x * q) / ((1 + x) * (1 + x * q))
assert sp.simplify(P_sym - (1 - q) * (1 + x * q)) == 0
assert sp.simplify(2 * x * (1 - q**2) / (P_sym * (1 + x)) - f_sym) == 0


def activation(T, flux, weak=False):
    """Apparent activation energy by finite difference of integrated rates."""
    lo, hi = T - 0.5, T + 0.5
    change = np.log(integrate(hi, flux, weak)[3] / integrate(lo, flux, weak)[3])
    return change / (1 / (KB * lo) - 1 / (KB * hi))


for T in (850.0, 900.0, 1000.0):
    e_clean = activation(T, 0.0)
    for weak, e_p in ((False, E_P_STRONG), (True, E_P_WEAK)):
        _, hyd, pho, _, _, _ = formula(T, 1.0, weak)
        e_dop = activation(T, 1.0, weak)
        predicted = E_S + (2 * hyd * E_H_EFF + pho * e_p) / (1 + hyd)
        f = threshold(T, 1.0, weak)
        delta = pho * (e_p - f * E_H_EFF) / (1 + hyd)
        assert abs(e_dop - predicted) < 1e-3
        assert abs(e_dop - e_clean - delta) < 1e-3
        if T == T_REF and not weak:
            print(f"900 K activation energy: clean {e_clean:.3f}, "
                  f"with P {e_dop:.3f} eV, f {f:.3f}")

# strong binding: monotonic; weak binding: strongest at intermediate T
grid = np.linspace(600, 1300, 141)
assert np.all(np.diff([ratio_by_roots(T) for T in grid]) > 0)
best = minimize_scalar(lambda T: ratio_by_roots(T, 1.0, True),
                       bounds=(700, 1200), method="bounded",
                       options={"xatol": 1e-4})
T_min = best.x
weak_700, weak_1100 = (ratio_by_roots(T, 1.0, True) for T in (700.0, 1100.0))
assert best.fun < min(weak_700, weak_1100)
assert abs(threshold(T_min, 1.0, True) * E_H_EFF - E_P_WEAK) < 1e-3
print(f"Weakly bound dopant: E_P {E_P_WEAK} eV, prefactor {PREF_WEAK:.3e} 1/s")
print(f"  R at 700 K {weak_700:.4f}, at 1100 K {weak_1100:.4f}")
print(f"  strongest suppression at {T_min:.1f} K, R {best.fun:.4f}")
print(f"  f there {threshold(T_min, 1.0, True):.4f}, "
      f"E_P/(E_H-E_S) {E_P_WEAK / E_H_EFF:.4f}")

# counterfactual: phosphine still brings hydrogen, but P occupies no site
full = integrate(T_REF, extra=1)
no_block = integrate(T_REF, extra=1, block=0)[3] / r_clean
assert no_block > 0.9 and full[3] / r_clean < 0.3
print(f"900 K, all processes: R {full[3] / r_clean:.4f}; "
      f"P not blocking: R {no_block:.4f}")

# stochastic simulation of single events on a well-mixed surface
random.seed(7)
N, n_h, n_p, clock = 4000, 0, 0, 0.0
start, stop, deposited, p_time = 100.0, 400.0, 0, 0.0
while clock < stop:
    pairs = (N - n_h - n_p)**2 / N
    w_s, w_p = a * pairs, b * pairs
    w_h, w_d = 0.5 * h * n_h, d * n_p * (n_p - 1) / N
    total = w_s + w_p + w_h + w_d
    step = random.expovariate(total)
    if clock > start:
        p_time += n_p * step
    clock += step
    pick = random.random() * total
    if pick < w_s:                           # SiH4: one Si, four H
        n_h += 4
        deposited += clock > start
        if random.random() < BURIAL * n_p / N:
            n_p -= 1
    elif pick < w_s + w_p:                   # PH3: one P, three H
        n_p += 1
        n_h += 3
    elif pick < w_s + w_p + w_h:             # H2 leaves
        n_h -= 2
    else:                                    # P2 leaves
        n_p -= 2
r_mc = deposited / (N * (stop - start))
p_mc = p_time / (N * (stop - start))
# tolerances cover the sampling noise of 4000 sites over 300 s
assert abs(r_mc / full[3] - 1) < 0.05 and abs(p_mc - full[2]) < 0.01
print(f"900 K event simulation: r {r_mc:.4f} ML/s, P {p_mc:.4f}")
print(f"900 K rate equations:   r {full[3]:.4f} ML/s, P {full[2]:.4f}")

# time to reach 90 % of the steady phosphorus coverage
times = np.geomspace(1e-2, 1e6, 3000)
for T in (800.0, 900.0, 1000.0):
    history = integrate(T, times=times)[4].y[1]
    t90 = times[np.argmax(history >= 0.9 * history[-1])]
    print(f"Time to 90 % of steady P coverage at {T:.0f} K: {t90:.2g} s")

to_nm_min = 60 * LAYER_NM
print(f"900 K growth: clean {r_clean * to_nm_min:.2f} nm/min, "
      f"with P {formula(T_REF)[3] * to_nm_min:.2f} nm/min")
print("success")
```

Running it gives:

```
Silane flux 1000 ML/s, sticking prefactor 0.1
Phosphine reference flux 1 ML/s, sticking 0.5
E_S 0.2, E_H 2.5, E_P 3.0, E_H-E_S 2.3 eV
Desorption prefactors 1e+15 1/s, burial 0.001
Thickness of one Si(100) layer 0.1358 nm
900 K: a 7.587, b 0.500, h 10.014, d 0.01588 1/s
900 K: eta 3.030, kappa 3.968
Phosphine 1 ML/s: T(K), t, H, P, r0(ML/s), r(ML/s), R
  800 0.0208 0.0534 0.9258 0.0407 0.00238 0.0584
  850 0.0686 0.0817 0.8497 0.2958 0.03071 0.1038
  900 0.1812 0.0995 0.7192 1.4203 0.24921 0.1755
  950 0.3743 0.0891 0.5366 4.1823 1.21708 0.2910
  1000 0.5998 0.0562 0.3441 7.5909 3.53200 0.4653
  1100 0.8849 0.0108 0.1043 11.8014 9.49426 0.8045
900 K supply series: flux(ML/s), kappa, P, R, order in phosphine
  0.01 0.397 0.1542 0.8062 -0.106
  0.1 1.255 0.3920 0.5212 -0.303
  1 3.968 0.7192 0.1755 -0.654
  10 12.549 0.9114 0.0282 -0.897
Largest growth-rate error of minimal model 2.36 %
Half suppression at 800 K: kappa 7.925, flux 3.168e-02 ML/s
Half suppression at 900 K: kappa 1.341, flux 1.143e-01 ML/s
Half suppression at 1000 K: kappa 0.511, flux 7.945e-01 ML/s
900 K activation energy: clean 1.865, with P 2.579 eV, f 0.830
Weakly bound dopant: E_P 1.8 eV, prefactor 1.907e+08 1/s
  R at 700 K 0.4155, at 1100 K 0.4625
  strongest suppression at 912.6 K, R 0.1743
  f there 0.7826, E_P/(E_H-E_S) 0.7826
900 K, all processes: R 0.1751; P not blocking: R 0.9655
900 K event simulation: r 0.2512 ML/s, P 0.7129
900 K rate equations:   r 0.2488 ML/s, P 0.7147
Time to 90 % of steady P coverage at 800 K: 5.8e+02 s
Time to 90 % of steady P coverage at 900 K: 17 s
Time to 90 % of steady P coverage at 1000 K: 1.7 s
900 K growth: clean 11.57 nm/min, with P 2.03 nm/min
success
```
